# A Turning-Point Stack for the Preisach Ferroelectric: Memory Properties and Errors

## What fails when extrema are kept

A hysteresis routine that remembers the last reversal and follows a branch away from it works until the field passes an older extremum. From then on it omits relays that should have switched, and later branches inherit the error. In a test of 258 field values on a film with saturation polarization 20 µC/cm², a routine that stored reversals but never deleted any was wrong by up to 37.8 µC/cm², almost the whole range from negative to positive saturation. With deletion, the largest difference from an explicit relay calculation was $3.5\times10^{-4}$ µC/cm². The rule for deletion follows from the relays.

## Relays and the stored history

A relay $(a,b)$, with $a\ge b$, has output $\gamma=\pm1$. It switches up when the ferroelectric field $E$ rises to $a$, switches down when $E$ falls to $b$, and otherwise keeps its state. With a density $\mu(a,b)\ge0$ normalized to one,
$$P=P_s\iint_{a\ge b}\mu(a,b)\,\gamma_{ab}\,da\,db .$$
The relays are independent and rate-independent, the field is uniform, and the history starts in negative saturation. $P$ is the switching polarization; linear dielectric charge is separate. The density is smooth, so relays exactly at a limit carry no weight. The field is taken as monotonic between samples.

Store turning points $x_0=-\infty,x_1,x_2,\ldots$, alternately minima and maxima. The algorithm maintains this invariant: the stored intervals are nested, and since visiting $x_i$ the field has stayed between $x_i$ and the next entry, the present field counting as the last entry.

Suppose that the present leg rises from a stored minimum $m$ to $E$. The invariant fixes two groups of relays:

- If $a\le E$, the relay is up, because the field has just reached $E$.
- If $a>E$ and $b\ge m$, it is down: it was down at $m$, and the field has not since reached $a$.

The remaining relays, with $a>E$ and $b<m$, have not changed since the visit to $m$. The mirror statement holds on a falling leg.

Define the Everett function as the share of relays in a triangle,
$$F(u,l)=\iint_{l\le b\le a\le u}\mu(a,b)\,da\,db .$$
Let the field reverse at $M$ and fall to $E$, staying above the preceding stored minimum $m$. Relays with $E\le b\le a\le M$ switch from up to down. A relay with $a>M$ and $b\ge E$ was already down, by the second item above. Thus exactly the triangle switches. Each output changes by $-2$, so
$$P(E)=P(M)-2P_sF(M,E)\quad\text{(falling)}.$$
By the mirror argument, below the preceding maximum,
$$P(E)=P(m)+2P_sF(E,m)\quad\text{(rising)}.$$

## Deletion and the algorithm

Let the stack end in $m_0,M,m$, and let the field rise from $m$ past $M$ to $E$, still below any older stored maximum. Once $M$ is reached, the field since $m_0$ has stayed between $m_0$ and its present value. The invariant therefore holds with $M$ and $m$ removed, and the correct result is $P(m_0)+2P_sF(E,m_0)$. Without removal the routine would return
$$P(m_0)+2P_s[F(M,m_0)-F(M,m)+F(E,m)].$$
The correct value minus this one is
$$2P_s\{[F(E,m_0)-F(M,m_0)]-[F(E,m)-F(M,m)]\}.$$
The first bracket counts relays with $M<a\le E$ and $m_0\le b\le a$. The second has the same range of $a$ but $m\le b\le a$. Their difference is the rectangle $M<a\le E$, $m_0\le b<m$: these are the relays that were missed.

Deletion causes no jump. At $E=M$ the old leg gives
$$P(m)+2P_sF(M,m)=[P(M)-2P_sF(M,m)]+2P_sF(M,m)=P(M).$$

The complete update, with `x` the stored fields and `p` their polarizations, is:

```
start: x = [-inf], p = [-Ps], E = -inf, P = -Ps
for each new field Enew:
    if Enew == E: return P
    rising = (Enew > E)
    if rising differs from (length(x) is odd):
        append E to x and P to p
    while length(x) > 2 and
          (Enew >= x[-2] if rising, Enew <= x[-2] if falling):
        delete the last two entries of x and of p
    if rising: P = p[-1] + 2 Ps F(Enew, x[-1])
    else:      P = p[-1] - 2 Ps F(x[-1], Enew)
    E = Enew
```

An odd length means that the last stored point is a minimum, so the present leg rises. The loop is needed because one large step may pass several extrema. Each sample adds at most one point and each point is deleted at most once, so $n$ samples cost $O(n)$ operations in total, with one evaluation of $F$ per changed field. A single sample can still cost as much as the stack is deep. A shrinking alternation erases nothing, so storage can grow with the number of reversals; the test history reached 59 finite points.

## The three properties

**Return-point memory.** Reverse at a maximum $M$ whose preceding stored minimum is $m$, make any excursion within $[m,M]$, and return to $M$. Relays with $a\le M$ are up at both visits. Those with $a>M$ cannot switch up during the excursion. If such a relay was up at the first visit, then $b<m$, so it cannot switch down either. Every relay is restored, not just the total $P$.

The condition on the excursion matters. After fields $2.0,-1.2,0.9$ MV/cm, the polarization is 3.219 µC/cm². The excursion $-0.7,0.4,-1.2,0.9$ restored all 500,500 relays of the test mesh. A dip to $-1.5$, below the stored minimum, followed by a return to 0.9, gave $-1.224$ µC/cm².

**Wiping-out.** When $E$ reaches or passes $M$, relays with $a\le E$ are up whatever happened inside. Those with $a>E$ have not switched up since $m_0$, and only those with $b\ge m_0$ could have switched down; they were already down at $m_0$. The state therefore depends on neither $M$ nor $m$. In the relay test, the histories $2.0,-1.2,0.9,-0.6,0.5,1.3$ and $2.0,-1.2,1.3$ MV/cm left identical states.

**Congruency.** On a closed loop between $l$ and $u$,
$$P_\uparrow(E)-P(l)=2P_sF(E,l),\qquad P_\downarrow(E)-P(u)=-2P_sF(u,E).$$
The right-hand sides contain the limits but no earlier history. Setting $E=u$ in the first gives the height $2P_sF(u,l)$. Earlier history can only shift the loop vertically.

## An Everett function in closed form

Take up- and down-switching fields from logistic distributions centred at $+E_c$ and $-E_c$, with width $s$, and discard pairs with $a<b$. Their cumulative functions are
$$G(E)=\frac1{1+e^{-(E-E_c)/s}},\qquad H(E)=\frac1{1+e^{-(E+E_c)/s}} .$$
With $g=G'$, $h=H'$ and $N$ the retained share, $\mu=gh/N$. Integrating over $b$ first gives
$$F(u,l)=\frac1N\int_l^u g(a)[H(a)-H(l)]\,da .$$

Only $\int H\,dG$ needs work. Put $y=e^{E/s}$, $\kappa=E_c/s$, $c=e^\kappa$ and $d=1/c$. Then $G=y/(y+c)$, $H=y/(y+d)$ and $dG=c\,dy/(y+c)^2$, so the integrand is $c$ times
$$\frac{y}{(y+d)(y+c)^2}=\frac{A}{y+d}+\frac{B}{y+c}+\frac{C}{(y+c)^2}.$$
Multiplying by $y+d$ and setting $y=-d$ gives $A=-d/(c-d)^2$. Multiplying by $(y+c)^2$ and setting $y=-c$ gives $C=c/(c-d)$. The left side falls as $1/y^2$ at large $y$, so $B=-A$. Since $cd=1$,
$$\int H\,dG=\frac1{(c-d)^2}\ln\frac{y+c}{y+d}-\frac{c^2}{(c-d)(y+c)} .$$
Now $c-d=2\sinh\kappa$, $c/(y+c)=1-G$ and $c/(c-d)=1/(1-e^{-2\kappa})$. Dropping a constant leaves the primitive
$$J(E)=\frac1{4\sinh^2\kappa}\ln\frac{e^{E/s}+e^\kappa}{e^{E/s}+e^{-\kappa}}+\frac{G(E)}{1-e^{-2\kappa}},$$
and therefore
$$F(u,l)=\frac{J(u)-J(l)-H(l)[G(u)-G(l)]}{N}.$$
The logarithm tends to 0 at $E\to\infty$ and to $2\kappa$ at $E\to-\infty$, while $H(-\infty)=0$. Hence
$$N=J(\infty)-J(-\infty)=\frac1{1-e^{-2\kappa}}-\frac{\kappa}{2\sinh^2\kappa}.$$

For $\kappa\to\infty$, $N\to1$: almost no pairs are discarded. For $\kappa\to0$ the two distributions coincide and $N\to1/2$, as symmetry requires. If $s\to0$ at fixed $E_c$, all relays have the same thresholds; the major loop becomes square and partial minor loops disappear.

Just after a reversal at $M$, with $E=M-\delta$, the triangle has area $\delta^2/2$ and $F\simeq\mu(M,M)\delta^2/2$. The switching part of $dP/dE$ therefore starts at zero.

## Error analysis

*Missed extrema.* Suppose that sampling shifts a stored maximum $M$ by $\delta M$ without changing the order of the stack. From the integral for $F$, $\partial F(M,l)/\partial M=g(M)[H(M)-H(l)]/N$. After the next reversal at $m$, the two terms containing $M$ are $F(M,m_0)-F(M,m)$, so to first order
$$\delta P=\frac{2P_s\,g(M)}{N}[H(m)-H(m_0)]\,\delta M .$$
A logistic density cannot exceed $1/(4s)$, and the bracket cannot exceed one. Thus $|\delta P|\le P_s|\delta M|/(2sN)$. For $P_s=20$ µC/cm², $s=0.25$ MV/cm and $N=0.99765$, the bound is about 0.4 µC/cm² for a peak missed by 0.01 MV/cm. As $m\to m_0$ the error vanishes, because the maximum is about to be erased.

*Rounding.* Unless $\kappa$ is small, $F$ is a difference of numbers of order one, so its absolute error is near machine precision, but a very short leg loses relative accuracy. Writing the logarithm as a difference of two stable log-sums avoids overflow. Deletion restores a stored polarization, so closed inner loops do not accumulate drift.

*Relay mesh.* The reference calculation used square cells of side $q=0.01$ MV/cm over $-5$ to 5 MV/cm. The midpoint rule changes a cumulative distribution at a cell edge by about $q^2g'/24$. The largest $|g'|$ of a logistic density is about $0.096/s^2$, so one edge contributes up to about $3\times10^{-4}$ µC/cm² after multiplication by $2P_s$. The observed difference has this size, about $2\times10^{-5}$ of $P_s$.

## Worked history

Use $P_s=20$ µC/cm², $E_c=1$ MV/cm and $s=0.25$ MV/cm, hence $\kappa=4$. The first rising leg has $F=0.99966$ and ends at $P=19.987$ µC/cm² at 3 MV/cm. The next legs, in µC/cm², are
$$\begin{aligned}
P(-1.1)&=19.987-40(0.59758)=-3.92,\\
P(1.1)&=-3.917+40(0.35699)=10.36,\\
P(-0.9)&=10.363-40(0.23861)=0.82.
\end{aligned}$$
Returning to 1.1 MV/cm deletes the pair $(1.1,-0.9)$ and restores 10.363. Going again to $-0.9$ and then to 0.8 gives $0.818+40(0.12262)=5.72$. The final rise to 1.4 passes 1.1, so the leg starts again from the minimum at $-1.1$:
$$P(1.4)=-3.917+40(0.49698)=15.96\ \mu\text{C/cm}^2 .$$
Relays driven directly through $3.0,-1.1,1.4$ give the same value.

For loops between $-0.8$ and 1.2 MV/cm, $F=0.21224$ and the height is $40F=8.49$ µC/cm². The lower end lies at $-0.92$ µC/cm² after negative saturation and at 7.65 µC/cm² after positive saturation. The same loop is thus shifted by 8.57 µC/cm².

## Why a gate voltage does not preserve congruency

Put a linear layer of thickness $t_d$ and permittivity $\varepsilon_d$ in series with a film of thickness $t_f$ and background permittivity $\varepsilon_f$. Without interface charge, the displacement is continuous, $\varepsilon_0\varepsilon_dE_d=\varepsilon_0\varepsilon_fE+P$. Adding the voltage drops gives
$$V=Et_f+\frac{t_d}{\varepsilon_0\varepsilon_d}(\varepsilon_0\varepsilon_fE+P).$$
Electrode work-function differences are omitted. Since $dP/dE\ge0$ on every branch, $V$ rises strictly with $E$. A return to a stored $E$ restores $P$ and hence $V$, so return-point memory survives. Equal voltage limits, however, give different field limits when $P$ differs.

For a 10 nm film and a 0.5 nm dead layer, both of relative permittivity 30, loops between $-0.8$ and 1.6 V have these limits and heights:

- after negative saturation: $-0.794$ to 1.321 MV/cm, 9.50 µC/cm²;
- after positive saturation: $-0.860$ to 1.238 MV/cm, 10.44 µC/cm².

The second loop is about 10% taller than the first. Its larger $P$ puts more voltage across the dead layer and lowers the film field at a given $V$. Both field limits therefore move down; for these voltages, the shifted limits happen to enclose more relays.

The example illustrates the mechanism and is not a safe operating point. Without interface charge, the field in the dead layer reaches 7.2 MV/cm within these loops and is higher still at saturation, whereas a rough breakdown strength for the film material is 4 MV/cm. In a real film, charge trapped at the interface could lower this field and would change both loops.

## The model beside a real film

The parameters are rough typical values for a 10 nm hafnium-zirconium-oxide film between metal electrodes. The model gives a remanent polarization of 19.3 µC/cm² and a coercive field of 1.00 MV/cm, both in the usual range. The 3 MV/cm peak is not far below a rough breakdown strength of 4 MV/cm. A measured charge also contains $\varepsilon_0\varepsilon_fE$, which is 7.97 µC/cm² at the peak. This single-valued term leaves the three properties intact. In a silicon gate stack, the assumption of no interface charge is incompatible with full remanence at zero film field: together they would require about 56 MV/cm in a silicon-dioxide interlayer, several times its rough breakdown strength of 10 MV/cm. Such a state needs compensating charge; otherwise the polarization must be smaller.

Rate independence also fails. Assume an activated switching time $t=t_0\exp[E_aT_0/(ET)]$. Taking the logarithm gives $E=E_aT_0/[T\ln(t/t_0)]$. Let $t_0=1$ ps, and choose $E_a$ so that $E=E_c$ at 10 µs and $T_0=300$ K. For pulses of constant field, a tenfold shorter pulse multiplies switching fields by $\ln10^7/\ln10^6=1.167$; heating to 358 K at fixed pulse length multiplies them by $300/358=0.838$. With the applied fields and $P_s$ held fixed, the final 15.96 µC/cm² becomes 14.5 and 18.0 µC/cm², respectively. For a linear ramp of rate $r$, a relay switches when $\int_0^E dE'/[r\,t(E')]=1$. With $E_a$ refitted so that a ramp of 1 MV/cm per 10 µs switches at $E_c$, a tenfold faster ramp multiplies this switching field by about 1.18, slightly more than for pulses. Heating to 358 K multiplies it by about 0.85, a slightly smaller change than for pulses.

Tunnelling is much smaller. For an electrode barrier $\phi$ and film mass $m_*$, an electron at depth $W$ below the Fermi level has transmission $e^{-B(W)}$. Integrating twice the decay constant through the triangular barrier gives
$$B(W)=\frac{4\sqrt{2m_*}(\phi+W)^{3/2}}{3\hbar eE}.$$
The transverse density of states $m_0/(\pi\hbar^2)$, the available transverse energy $W$ and the flux $dW/(2\pi\hbar)$ give, at zero temperature,
$$j=\frac{em_0}{2\pi^2\hbar^3}\int_0^\infty We^{-B(W)}dW\simeq\frac{em_0}{2\pi^2\hbar^3\beta^2}e^{-B(0)},\quad \beta=B'(0)=\frac{2\sqrt{2m_*\phi}}{\hbar eE}.$$
The last step expands $B$ to first order and uses $\int_0^\infty We^{-\beta W}dW=1/\beta^2$. For $\phi=2$ eV, $m_*=0.2m_0$ and 3 MV/cm, $B(0)=28.8$ and $j\approx10^{-5}$ A/cm². At 300 K the thermal spread of electron energies roughly doubles this current. The charge leaked in 10 µs is then still only about $2\times10^{-4}$ µC/cm². This estimate lets the transmission depend on $W$ alone; if transverse momentum is conserved and the film mass is the same in all directions, the current is about five times smaller. Image-force lowering of the barrier, which for an optical permittivity near 4.5 would raise the current about threefold, is omitted. Trap-assisted leakage, wake-up, fatigue and imprint are not included either.

Finally, a continuous density describes an average over many domains. A 30 nm by 80 nm gate with 10 nm grains, one relay per grain, holds 24 relays. Since $\gamma^2=1$ and $\langle\gamma\rangle=P/P_s$, each independent relay has variance $1-(P/P_s)^2$, and the device spread is
$$\sigma_P=P_s\sqrt{\frac{1-(P/P_s)^2}{24}}=2.46\ \mu\text{C/cm}^2$$
at the final state. Sampling 20,000 devices gave 2.45 µC/cm². Each such device still obeys the three memory properties, but with its own discrete Everett function. The numerical output lists the stack after every step of the worked history.

## Table of computed values

```
Ps = 20.0 uC/cm2, Ec = 1.0 MV/cm, width s = 0.25 MV/cm
share of product density with a >= b: N = 0.99765
explicit relays: 500500, field samples: 258
largest stack-relay difference = 3.5e-04 uC/cm2
same without deletion of points = 37.82 uC/cm2
most finite turning points stored = 59
worked history: E (MV/cm) | F of leg | P (uC/cm2) | stored points (MV/cm)
    3.0 | 0.99966 |   19.987 | -inf
   -1.1 | 0.59758 |   -3.917 | -inf, 3
    1.1 | 0.35699 |   10.363 | -inf, 3, -1.1
   -0.9 | 0.23861 |    0.818 | -inf, 3, -1.1, 1.1
    1.1 | 0.35699 |   10.363 | -inf, 3, -1.1
   -0.9 | 0.23861 |    0.818 | -inf, 3, -1.1, 1.1
    0.8 | 0.12262 |    5.723 | -inf, 3, -1.1, 1.1, -0.9
    1.4 | 0.49698 |   15.963 | -inf, 3, -1.1
relays taken 3.0, -1.1, 1.4 directly: P = 15.963 uC/cm2
major loop: Pr = 19.32 uC/cm2, coercive field = 1.0009 MV/cm
P at 0.9 MV/cm first / after dip to -1.5: 3.219 / -1.224 uC/cm2
minor loop -0.8 to 1.2 MV/cm: F = 0.21224, height = 8.490 uC/cm2
  P at lower limit after negative saturation = -0.919 uC/cm2
  P at lower limit after positive saturation = 7.648 uC/cm2
  vertical shift between the loops = 8.567 uC/cm2
film 10 nm, eps 30; dead layer 0.5 nm, eps 30
voltage limits -0.8 and 1.6 V, film fields and loop height:
  after negative saturation: -0.794 to 1.321 MV/cm, 9.497 uC/cm2
  after positive saturation: -0.860 to 1.238 MV/cm, 10.441 uC/cm2
dead-layer voltage at Pr and zero film field = 0.364 V
SiO2 interlayer (eps 3.9) field at Pr, no trapped charge = 55.9 MV/cm
linear charge eps0*eps*E at 3 MV/cm = 7.97 uC/cm2
attempt time 1 ps, dwell time 10 us, 300 K
  ten times faster: switching fields x 1.167, final P = 14.45 uC/cm2
  at 358 K: switching fields x 0.838, final P = 18.00 uC/cm2
tunnelling: barrier 2.0 eV, mass 0.2 m0, field 3.0 MV/cm
  exponent = 28.80, current = 1.1e-05 A/cm2
  charge leaked in the dwell time = 1.1e-04 uC/cm2
gate 30 nm x 80 nm, grain 10 nm: 24 domains
  spread of final P between devices: formula 2.46, sampled 2.45 uC/cm2
```
